# How far can a first-order ferroelectric be superheated?: a program that tests the result

```python
"""Superheating limit of a first-order ferroelectric.
Energy density F = alpha P^2/2 + beta P^4/4 + gamma P^6/6, beta < 0 < gamma.
Result under test: alpha at the superheating limit of the polar phase is 4/3
of alpha at phase coexistence (zero field, fixed beta and gamma).
P: polarization (C/m^2); alpha = alpha0 (T - T0); T: temperature (K).
All internal quantities are in SI units.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, k as k_B, e as q_e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def energy(P, alpha, beta, gamma, delta=0.0):
    return alpha*P**2/2 + beta*P**4/4 + gamma*P**6/6 + delta*P**8/8


def last_true(condition, low, high):
    """Largest argument for which a condition holds, by bisection."""
    assert condition(low) and not condition(high)
    for _ in range(60):
        middle = (low + high)/2
        if condition(middle):
            low = middle
        else:
            high = middle
    return (low + high)/2


def sampled_limits(beta, gamma, delta=0.0):
    """Coexistence and superheating alpha from sampled energies only."""
    P = np.linspace(0, 1.2*np.sqrt(-beta/gamma), 40001)
    scale = beta**2/gamma
    coexist = last_true(
        lambda a: np.any(energy(P, a, beta, gamma, delta) < 0),
        0.01*scale, scale)
    superheat = last_true(
        lambda a: np.any(np.diff(energy(P, a, beta, gamma, delta)) < 0),
        0.01*scale, scale)
    return coexist, superheat


# Example inputs: round effective values in the rough regime of doped hafnia
alpha0, T0 = 2.4e7, 300.0
beta, gamma = -4.0e11, 1.25e13
film, layer, eps_layer = 10e-9, 0.5e-9, 30.0
field = 1.0e7
drift = 1.0e-3
attempt_rate, waiting_time = 1e12, 1.0

# Derived formulas
alpha_c = 3*beta**2/(16*gamma)
alpha_s = beta**2/(4*gamma)
P_c = np.sqrt(-3*beta/(4*gamma))
P_s = np.sqrt(-beta/(2*gamma))
T_c, T_s = T0 + alpha_c/alpha0, T0 + alpha_s/alpha0

# Both limits against sampled energies, for unrelated parameter sets
for b_test, g_test in [(beta, gamma), (-1.0, 1.0), (-3e9, 7e10)]:
    found_c, found_s = sampled_limits(b_test, g_test)
    assert abs(found_c/(3*b_test**2/(16*g_test)) - 1) < 1e-6
    assert abs(found_s/(b_test**2/(4*g_test)) - 1) < 1e-6
    assert abs(found_s/found_c - 4/3) < 1e-5
num_c, num_s = sampled_limits(beta, gamma)

# Same ratio with plain prefactors, F = A x + B x^2 + C x^3, x = P^2
A, B, C, x = sp.symbols("A B C x")
F_plain = A*x + B*x**2 + C*x**3
A_c = sp.solve(sp.discriminant(sp.expand(F_plain/x), x), A)[0]
A_s = sp.solve(sp.discriminant(sp.diff(F_plain, x), x), A)[0]
assert sp.simplify(A_c - B**2/(4*C)) == 0
assert sp.simplify(A_s - B**2/(3*C)) == 0
assert sp.simplify(A_s/A_c) == sp.Rational(4, 3)


def stationary(alpha, E=0.0):
    """Positive stationary polarizations in field E, in rising order."""
    roots = np.roots([gamma, 0, beta, 0, alpha, -E])
    return np.sort([r.real for r in roots if r.imag == 0 and r.real > 0])


# Positions and nature of the polar states
assert abs(stationary(alpha_c)[-1]/P_c - 1) < 1e-8
pair = stationary(alpha_s*(1 - 1e-8))
assert len(pair) == 2 and np.all(np.abs(pair/P_s - 1) < 1e-3)
for P_st, sign in zip(stationary(0.9*alpha_s), (-1, 1)):
    step = 1e-3*P_st
    values = energy(P_st + step*np.array([-1, 0, 1]),
                    0.9*alpha_s, beta, gamma)
    curvature = (values[0] - 2*values[1] + values[2])/step**2
    formula = 2*P_st**2*(2*gamma*P_st**2 + beta)
    assert sign*curvature > 0 and abs(curvature/formula - 1) < 1e-3


# Relaxation from a polar start, 1 K below and 1 K above the limit
def relaxed(T):
    a = alpha0*(T - T0)
    run = solve_ivp(
        lambda t, P: -(a*P + beta*P**3 + gamma*P**5)/alpha_s,
        (0, 2000), [P_c], method="LSODA", rtol=1e-8, atol=1e-12)
    assert run.success
    return run.y[0, -1]


P_below, P_above = relaxed(T_s - 1), relaxed(T_s + 1)
assert abs(P_below/stationary(alpha0*(T_s - 1 - T0))[-1] - 1) < 1e-4
assert abs(P_above) < 1e-6


# Barrier out of the polar state
def barrier(T):
    s = np.sqrt(max(0.0, 1 - alpha0*(T - T0)/alpha_s))
    return abs(beta)**3*s**3/(12*gamma**2)


for T in (T_c, 0.5*(T_c + T_s), T_s - 2):
    a = alpha0*(T - T0)
    top, well = stationary(a)
    direct = energy(top, a, beta, gamma) - energy(well, a, beta, gamma)
    assert abs(direct/barrier(T) - 1) < 1e-6


# Thermal escape of a grain that switches as a whole
def escape_temperature(side):
    log_time = np.log(attempt_rate*waiting_time)
    return brentq(lambda T: barrier(T)*side**3 - k_B*T*log_time, T_c, T_s)


T_escape_10, T_escape_5 = escape_temperature(10e-9), escape_temperature(5e-9)


# Field along P: both limits from stationary points and their energies
def limits_in_field(E):
    def difference(a):
        states = stationary(a, E)
        assert len(states) == 3
        F = energy(states, a, beta, gamma) - E*states
        return F[-1] - F[0]
    coexist = brentq(difference, 0.999*alpha_c, 0.99*alpha_s)
    superheat = last_true(lambda a: len(stationary(a, E)) == 3,
                          0.99*alpha_s, 1.2*alpha_s)
    return coexist, superheat


weak = 1e5
weak_c, weak_s = limits_in_field(weak)
assert abs((weak_c - alpha_c)/(2*weak/P_c) - 1) < 0.01
assert abs((weak_s - alpha_s)/(weak/P_s) - 1) < 0.01
field_c, field_s = limits_in_field(field)
assert field_s/field_c < 4/3

# Nonpolar interface layer, electrodes at equal potential
depolarizing = layer/(epsilon_0*(eps_layer*film + layer))
E_film, E_layer = np.linalg.solve(
    [[film/layer, 1.0], [1.0, -eps_layer]], [0.0, -P_c/epsilon_0])
assert abs(-E_film/P_c/depolarizing - 1) < 1e-10
layer_shift = depolarizing/alpha0


# Quartic coefficient that weakens linearly on heating from coexistence
def beta_at(T):
    return beta*(1 - drift*(T - T_c))


P_grid = np.linspace(0, 1.2*np.sqrt(-beta/gamma), 40001)
T_s_drift = last_true(
    lambda T: np.any(np.diff(energy(P_grid, alpha0*(T - T0),
                                    beta_at(T), gamma)) < 0), T_c, T_s + 20)
ratio_drift = (T_s_drift - T0)/(T_c - T0)
assert abs(ratio_drift/(4/3*(beta_at(T_s_drift)/beta)**2) - 1) < 1e-5

# Eighth-order energy equal to 10 % of the sixth-order energy at P_c
share = 0.10
delta = share*(gamma/6)*8/P_c**2
eighth_c, eighth_s = sampled_limits(beta, gamma, delta)
assert abs(eighth_s/eighth_c - 4/3) > 1e-3

per_nm3 = 1e-27/q_e
print(f"alpha0 = {alpha0:.2e} V m/(C K)")
print(f"T0 = {T0:.1f} K")
print(f"beta = {beta:.2e} V m^5/C^3")
print(f"gamma = {gamma:.3e} V m^9/C^5")
print(f"alpha at coexistence, formula = {alpha_c:.4e} V m/C")
print(f"alpha at coexistence, sampled energy = {num_c:.4e} V m/C")
print(f"alpha at superheating limit, formula = {alpha_s:.4e} V m/C")
print(f"alpha at superheating limit, sampled = {num_s:.4e} V m/C")
print(f"ratio from sampled energies = {num_s/num_c:.5f}")
print(f"coexistence temperature T_c = {T_c:.1f} K")
print(f"superheating temperature T_s = {T_s:.1f} K")
print(f"T_c - T0 = {T_c - T0:.1f} K")
print(f"T_s - T0 = {T_s - T0:.1f} K")
print(f"T_s - T_c = {T_s - T_c:.1f} K")
print(f"ratio of absolute temperatures T_s/T_c = {T_s/T_c:.3f}")
print(f"polarization at coexistence P_c = {100*P_c:.2f} uC/cm2")
print(f"polarization at the limit P_s = {100*P_s:.2f} uC/cm2")
print(f"nonpolar relative permittivity at T_c = "
      f"{1 + 1/(epsilon_0*alpha_c):.1f}")
print(f"barrier density at T_c = {barrier(T_c)*per_nm3:.4f} eV/nm3")
print(f"relaxed P, 1 K below T_s = {100*P_below:.2f} uC/cm2")
print(f"relaxed P, 1 K above T_s = {100*abs(P_above):.2f} uC/cm2")
print(f"built-in field = {field/1e8:.2f} MV/cm")
print(f"field shift of T_c = {(field_c - alpha_c)/alpha0:.2f} K")
print(f"field shift of T_s = {(field_s - alpha_s)/alpha0:.2f} K")
print(f"alpha ratio in that field = {field_s/field_c:.4f}")
print(f"film thickness = {film*1e9:.1f} nm")
print(f"interface layer thickness = {layer*1e9:.1f} nm")
print(f"interface layer relative permittivity = {eps_layer:.0f}")
print(f"depolarizing coefficient = {depolarizing:.3e} V m/C")
print(f"layer lowers both T_c and T_s by = {layer_shift:.2f} K")
print(f"assumed weakening of beta = {100*drift:.2f} % per K")
print(f"T_s with weakening beta = {T_s_drift:.1f} K")
print(f"alpha ratio with weakening beta = {ratio_drift:.4f}")
print(f"eighth-order share of sixth-order energy = {100*share:.0f} %")
print(f"eighth-order coefficient = {delta:.3e} V m^13/C^7")
print(f"T_c with eighth-order term = {T0 + eighth_c/alpha0:.1f} K")
print(f"T_s with eighth-order term = {T0 + eighth_s/alpha0:.1f} K")
print(f"alpha ratio with eighth-order term = {eighth_s/eighth_c:.4f}")
print(f"attempt rate = {attempt_rate:.0e} 1/s")
print(f"waiting time = {waiting_time:.0f} s")
print(f"barrier of 10 nm cube at T_c = {barrier(T_c)*1e-24/q_e:.1f} eV")
print(f"barrier of 5 nm cube at T_c = {barrier(T_c)*125e-27/q_e:.2f} eV")
print(f"thermal energy at T_c = {k_B*T_c/q_e:.4f} eV")
print(f"escape temperature, 10 nm cube = {T_escape_10:.1f} K")
print(f"escape temperature, 5 nm cube = {T_escape_5:.1f} K")
print(f"escape below T_s, 10 nm cube = {T_s - T_escape_10:.1f} K")
print(f"escape below T_s, 5 nm cube = {T_s - T_escape_5:.1f} K")
print("every check passed")
```

Running it gives:

```
alpha0 = 2.40e+07 V m/(C K)
T0 = 300.0 K
beta = -4.00e+11 V m^5/C^3
gamma = 1.250e+13 V m^9/C^5
alpha at coexistence, formula = 2.4000e+09 V m/C
alpha at coexistence, sampled energy = 2.4000e+09 V m/C
alpha at superheating limit, formula = 3.2000e+09 V m/C
alpha at superheating limit, sampled = 3.2000e+09 V m/C
ratio from sampled energies = 1.33333
coexistence temperature T_c = 400.0 K
superheating temperature T_s = 433.3 K
T_c - T0 = 100.0 K
T_s - T0 = 133.3 K
T_s - T_c = 33.3 K
ratio of absolute temperatures T_s/T_c = 1.083
polarization at coexistence P_c = 15.49 uC/cm2
polarization at the limit P_s = 12.65 uC/cm2
nonpolar relative permittivity at T_c = 48.1
barrier density at T_c = 0.0266 eV/nm3
relaxed P, 1 K below T_s = 13.19 uC/cm2
relaxed P, 1 K above T_s = 0.00 uC/cm2
built-in field = 0.10 MV/cm
field shift of T_c = 5.33 K
field shift of T_s = 3.30 K
alpha ratio in that field = 1.2972
film thickness = 10.0 nm
interface layer thickness = 0.5 nm
interface layer relative permittivity = 30
depolarizing coefficient = 1.879e+08 V m/C
layer lowers both T_c and T_s by = 7.83 K
assumed weakening of beta = 0.10 % per K
T_s with weakening beta = 426.4 K
alpha ratio with weakening beta = 1.2639
eighth-order share of sixth-order energy = 10 %
eighth-order coefficient = 6.944e+13 V m^13/C^7
T_c with eighth-order term = 391.7 K
T_s with eighth-order term = 423.4 K
alpha ratio with eighth-order term = 1.3447
attempt rate = 1e+12 1/s
waiting time = 1 s
barrier of 10 nm cube at T_c = 26.6 eV
barrier of 5 nm cube at T_c = 3.33 eV
thermal energy at T_c = 0.0345 eV
escape temperature, 10 nm cube = 429.5 K
escape temperature, 5 nm cube = 418.4 K
escape below T_s, 10 nm cube = 3.8 K
escape below T_s, 5 nm cube = 14.9 K
every check passed
```
